# The thermal conductance factor of a tunnelling contact and its validity limit

## I. The conductance integral and a derivation by contour

### Definitions and conventions

A metal meets an n-type semiconductor at a plane. Electrons tunnel between them through the depletion barrier. The algebra uses atomic units, in which \(\hbar\), the elementary charge and the free-electron mass are 1. The temperature is \(T\), and \(k\) is Boltzmann's constant.

The semiconductor has \(g\) equivalent valleys with isotropic mass \(m\). An electron energy is split into a normal part \(E\), belonging to motion across the plane, and a transverse part \(E_t\). Both are counted from the bulk band bottom. The chemical potential on the same scale is \(\mu\), and its value at zero temperature is the Fermi energy \(E_F\). The barrier top lies \(\phi_B\) above the chemical potential, hence \(\phi=\phi_B+\mu\) above the band bottom. The doping is \(N\), and the permittivity is \(\epsilon=\epsilon_r/4\pi\).

The transmission probability is \(D(E)\). It is assumed to depend on the normal energy and to grow exponentially around the chemical potential:

\[
D(E)=D_F\,e^{(E-\mu)/E_s},\qquad a=\frac{kT}{E_s}.
\]

Here \(D_F\) is the transmission at \(E=\mu\), and \(E_s\) is the growth scale. The result to be derived is

\[
\frac{G(T)}{G(0)}=\frac{\pi a}{\sin \pi a},\qquad 0<a<1,
\]

where \(G\) is the conductance per unit area at vanishing bias. The barrier, \(D_F\) and \(\mu\) are held fixed while \(T\) changes. If the growth scale is the tunnelling energy

\[
E_{00}=\frac12\sqrt{\frac{N}{m\epsilon}},
\]

then \(a=kT/E_{00}\), and the factor is \((\pi kT/E_{00})/\sin(\pi kT/E_{00})\). Whether a depletion barrier has this growth scale is a separate question, answered at the end of this half. Until then \(E_s\) is kept general.

### From the current to an energy integral

Tunnelling is taken to be elastic and to conserve the transverse momentum. Each side is in equilibrium at the same temperature. The bias \(V\) lowers the chemical potential of the metal to \(\mu-V\), and \(J\) is the electron current from semiconductor to metal.

A state incident from the semiconductor contributes its normal velocity \(v_x\), times \(D\), times the probability that it is full and its partner in the metal is empty. The reverse flow has the same transmission. The difference of the two occupation products is

\[
f_s(1-f_m)-f_m(1-f_s)=f_s-f_m ,
\]

where \(f_s\) and \(f_m\) are the Fermi functions of the two sides. With two spins and \(g\) valleys,

\[
J=2g\int\frac{d^2k_\parallel}{(2\pi)^2}\int_0^\infty\frac{dk_x}{2\pi}\,v_x\,D\,(f_s-f_m).
\]

Two changes of variable simplify this. Since \(v_x=dE/dk_x\), the product \(v_x\,dk_x\) is \(dE\). Since \(E_t=k_\parallel^2/2m\), the transverse element is \(d^2k_\parallel=2\pi k_\parallel\,dk_\parallel=2\pi m\,dE_t\). The constants combine to

\[
C=2g\,\frac{2\pi m}{(2\pi)^2}\,\frac1{2\pi}=\frac{g m}{2\pi^2}.
\]

Write \(f(y)=1/(1+e^{y/kT})\). The current becomes

\[
J(V)=C\int_0^\infty dE\,D(E,V)\,S(E,V),
\]

\[
S(E,V)=\int_0^\infty dE_t\,\bigl[f(E+E_t-\mu)-f(E+E_t-\mu+V)\bigr].
\]

The transmission carries the argument \(V\) because the bias reshapes the barrier. Differentiation by the product rule gives

\[
\frac{dJ}{dV}=C\int_0^\infty dE\left[\frac{\partial D}{\partial V}\,S+D\,\frac{\partial S}{\partial V}\right].
\]

At \(V=0\) the two occupations are equal, so \(S=0\) and the first term vanishes. The change of the barrier with bias therefore has no effect on the zero-bias conductance. In the second term the derivative acts on the metal occupation:

\[
\left.\frac{\partial S}{\partial V}\right|_{0}=-\int_0^\infty dE_t\,f'(E+E_t-\mu)=f(E-\mu).
\]

The upper limit gives nothing, because \(f\) vanishes there. Hence

\[
G(T)=C\int_0^\infty D(E)\,f(E-\mu)\,dE .
\]

It may look odd that the whole filled band appears in a zero-bias conductance. The electrons that respond do lie near the chemical potential in total energy. An electron with small normal energy can be among them if its transverse energy is large. The integral over \(E_t\) has collected these electrons.

Now insert the exponential transmission and put \(x=(E-\mu)/kT\), so that \(dE=kT\,dx\). The lower limit is \(x=-\mu/kT\). If the band bottom lies many \(E_s\) below \(\mu\), the integrand is negligible there and the limit may be moved to \(-\infty\). The upper limit ignores the barrier top for the moment. Then

\[
G(T)=C D_F\,kT\,I(a),\qquad I(a)=\int_{-\infty}^{\infty}\frac{e^{ax}}{1+e^x}\,dx .
\]

At zero temperature \(f\) is 1 below \(\mu\) and 0 above, so

\[
G(0)=C D_F\int_{-\infty}^{0}e^{\eta/E_s}\,d\eta=C D_F E_s,\qquad \eta=E-\mu .
\]

The ratio is therefore

\[
\frac{G(T)}{G(0)}=\frac{kT}{E_s}\,I(a)=a\,I(a).
\]

### First derivation: a closed contour

The integrand of \(I\), continued to complex \(z\), nearly repeats itself when \(z\) is raised by \(2\pi i\). The denominator \(1+e^z\) is unchanged, and the numerator gains the constant factor \(e^{2\pi i a}\). This suggests a rectangle with corners at \(-R\), \(R\), \(R+2\pi i\) and \(-R+2\pi i\), traversed anticlockwise.

On the right side \(|e^{az}|=e^{aR}\) and \(|1+e^z|\ge e^R-1\). The integral over this side is at most

\[
2\pi\,\frac{e^{aR}}{e^R-1},
\]

which tends to zero as \(R\) grows if \(a<1\). On the left side the bound is \(2\pi e^{-aR}/(1-e^{-R})\), which tends to zero if \(a>0\). The lower side gives \(I\). The upper side is traversed from right to left and gives \(-e^{2\pi i a}I\).

Inside the rectangle \(1+e^z\) vanishes at \(z=i\pi\) and nowhere else. The residue is the numerator divided by the derivative of the denominator:

\[
\frac{e^{i\pi a}}{e^{i\pi}}=-e^{i\pi a}.
\]

The residue theorem then reads

\[
I\,(1-e^{2\pi i a})=-2\pi i\,e^{i\pi a}.
\]

Taking a factor \(e^{i\pi a}\) out of the bracket on the left gives

\[
1-e^{2\pi i a}=e^{i\pi a}(e^{-i\pi a}-e^{i\pi a})=-2i\,e^{i\pi a}\sin\pi a .
\]

The factors \(-2i\,e^{i\pi a}\) cancel, and

\[
I(a)=\frac{\pi}{\sin\pi a},\qquad \frac{G(T)}{G(0)}=\frac{\pi a}{\sin\pi a}.
\]

The contact resistivity \(\rho=1/G\) is smaller by the same factor: \(\rho(T)=\rho(0)\sin(\pi a)/(\pi a)\).

### Limits and meaning

For small \(a\), \(\sin\pi a\approx\pi a(1-\pi^2a^2/6)\), so the factor begins as \(1+\pi^2a^2/6\). At \(a=1/2\) it is \(\pi/2\). As \(a\) approaches 1, \(\sin\pi a=\sin\pi(1-a)\approx\pi(1-a)\), and the factor grows as \(1/(1-a)\).

The energies that carry the conductance follow from \(I\) itself. Differentiating under the integral brings down a factor \(x\). The mean of \(E-\mu\), weighted by \(Df\), is thus

\[
kT\,\frac{d\ln I}{da}=-\pi kT\cot\pi a .
\]

It is negative for \(a<1/2\), passes through zero at \(a=1/2\), and grows as \(kT/(1-a)\) near \(a=1\). The rising conductance comes with conduction at ever higher normal energy.

A single channel, with no transverse sum, has \(G_1=(g/\pi)\int D(-f')\,dE\). Let \(F(x)=1/(1+e^x)\). Integration by parts gives

\[
\int_{-\infty}^{\infty} e^{ax}(-F')\,dx=a\int_{-\infty}^{\infty} e^{ax}F\,dx=a\,I(a),
\]

because \(e^{ax}F\) vanishes at both ends when \(0<a<1\). The single channel has the same thermal factor, although its conductance is a different average of the transmission.

### The limit of validity

For large \(x\) the integrand behaves as \(e^{-(1-a)x}\). The transmission grows by \(e^{ax}\) while the occupation falls by \(e^{-x}\), and the integral exists if the fall wins. This requires \(a<1\), or \(kT<E_s\).

With the integral stopped at \(x=c\), the case \(a=1\) can be done directly:

\[
\int_{-\infty}^{c}\frac{e^x}{1+e^x}\,dx=\ln(1+e^c)\approx c .
\]

It grows linearly with the cutoff. For \(a>1\) it grows as \(e^{(a-1)c}/(a-1)\). A real barrier provides a cutoff, since \(D\) cannot exceed 1, so its conductance stays finite. What fails is the description by one exponential fixed at the chemical potential.

The sine formula can still be evaluated for \(a>1\), but it no longer represents the integral. It is negative for \(1<a<2\) and positive again for \(2<a<3\). A positive value is thus no sign of validity.

### The growth scale of a depletion barrier

In the depletion layer the donors are taken as a uniform positive charge, and the charge of any electrons remaining there is neglected. The electron potential energy \(U(x)\), with \(x\) now the distance from the metal, obeys \(U''=N/\epsilon\). It joins the flat bulk band at \(x=w\) with zero slope:

\[
U=\phi\left(1-\frac xw\right)^2,\qquad w^2=\frac{2\epsilon\phi}{N}.
\]

In the WKB approximation without a prefactor, \(D=e^{-B}\), where \(B\) is twice the integral of \(\sqrt{2m(U-E)}\) over the forbidden region. Put \(u=1-x/w\) and \(e=E/\phi\). Since \(w\sqrt{2m\phi}=2\phi\sqrt{m\epsilon/N}=\phi/E_{00}\),

\[
B=\frac{2\phi}{E_{00}}\int_{\sqrt e}^{1}\sqrt{u^2-e}\,du .
\]

The moving lower limit contributes nothing to the derivative, because the integrand vanishes there. Therefore

\[
\frac{dB}{dE}=-\frac1{E_{00}}\int_{\sqrt e}^1\frac{du}{\sqrt{u^2-e}}=-\frac{L}{E_{00}},\qquad L=\operatorname{arcosh}\sqrt{\frac{\phi}{E}} .
\]

The local growth scale is \(E_s=E_{00}/L\), with \(L\) taken at \(E=\mu\). It equals \(E_{00}\) when \(L=1\), that is, when \(\mu/\phi=1/\cosh^2 1=0.420\). For a smaller ratio \(L>1\), and the thermal factor reaches its limit at \(kT=E_{00}/L\), below \(E_{00}\).

## II. A derivation by series, the comparison and an example

### Symbols and results carried over

The transmission \(D=D_F e^{(E-\mu)/E_s}\) depends on the normal energy \(E\), \(\mu\) is the chemical potential above the band bottom, and \(a=kT/E_s\). The zero-bias conductance per area is \(G=C\int Df\,dE\), with \(C=gm/2\pi^2\) and \(f\) the Fermi function. The thermal factor is \(aI(a)\), where \(I=\int e^{ax}/(1+e^x)\,dx\) over the whole line and \(x=(E-\mu)/kT\). For the parabolic barrier of height \(\phi=\phi_B+\mu\), WKB gives \(E_s=E_{00}/L\) with \(L=\operatorname{arcosh}\sqrt{\phi/\mu}\). A contour gave \(I=\pi/\sin\pi a\). The same value is now found with real sums.

### Second derivation: below and above the chemical potential

Split the integral at \(x=0\) and reverse the sign of \(x\) in the lower part:

\[
I=\int_0^\infty\frac{e^{-ax}}{1+e^{-x}}\,dx+\int_0^\infty\frac{e^{-(1-a)x}}{1+e^{-x}}\,dx .
\]

The second term was obtained by multiplying numerator and denominator by \(e^{-x}\). The first term belongs to normal energies below \(\mu\), the second to those above. Each has the form

\[
K(b)=\int_0^\infty\frac{e^{-bx}}{1+e^{-x}}\,dx,\qquad b>0,
\]

with \(b=a\) below and \(b=1-a\) above. The requirement \(b>0\) in both gives \(0<a<1\).

To expand \(K\), use the finite geometric sum with \(y=e^{-x}\):

\[
\frac1{1+y}=\sum_{n=0}^{M-1}(-y)^n+\frac{(-y)^M}{1+y}.
\]

The remainder contributes to \(K\) at most \(\int_0^\infty e^{-(b+M)x}dx=1/(b+M)\) in magnitude, which vanishes as \(M\) grows. The other terms are elementary integrals, so

\[
K(b)=\sum_{n=0}^\infty\frac{(-1)^n}{n+b},
\]

\[
I=\sum_{n=0}^\infty(-1)^n\left[\frac1{n+a}+\frac1{n+1-a}\right].
\]

The sum follows from the Fourier series of \(\cos a\theta\) on \(-\pi\le\theta\le\pi\). For \(n\ge1\) the cosine coefficient is

\[
A_n=\frac2\pi\int_0^\pi\cos a\theta\,\cos n\theta\,d\theta
=\frac1\pi\left[\frac{\sin(a+n)\pi}{a+n}+\frac{\sin(a-n)\pi}{a-n}\right].
\]

Both sines equal \((-1)^n\sin\pi a\), hence

\[
A_n=\frac{(-1)^n\sin\pi a}{\pi}\left[\frac1{a+n}+\frac1{a-n}\right].
\]

The constant term, which is the mean of the function, is \(\sin(\pi a)/(\pi a)\). The bracket is \(2a/(a^2-n^2)\), so the coefficients fall as \(1/n^2\) and the series converges uniformly. Its sum is continuous and has the same Fourier coefficients as the continuous periodic extension of \(\cos a\theta\); the two are therefore equal. At \(\theta=0\),

\[
1=\frac{\sin\pi a}{\pi}\left\{\frac1a+\sum_{n=1}^\infty(-1)^n\left[\frac1{a+n}+\frac1{a-n}\right]\right\}.
\]

In the part with \(a-n\), put \(n=j+1\):

\[
\frac{(-1)^{j+1}}{a-1-j}=\frac{(-1)^j}{j+1-a}.
\]

The brace is then the series for \(I\), and \(I=\pi/\sin\pi a\) once more. Multiplication by \(a\) gives \(\pi a/\sin\pi a\).

The first terms have a direct meaning. The term \(1/a\) gives the zero-temperature conductance, since \(a\cdot1/a=1\). The term \(1/(1-a)\) comes from the Boltzmann tail above \(\mu\), and it alone diverges at \(a=1\). For \(a>1\) the tail integral is infinite, while the expression \(1/(1-a)\) is finite and negative. Just above \(a=1\) this term dominates the series, and the formula returns a negative conductance.

### Finite band edges

The split form shows what the two edges remove. Below the band bottom \(f\) is close to 1 in a degenerate semiconductor. At zero temperature the missing fraction of \(G(0)\) is

\[
\delta=\frac{\int_{-\infty}^{-\mu}e^{\eta/E_s}d\eta}{\int_{-\infty}^{0}e^{\eta/E_s}d\eta}=e^{-\mu/E_s}.
\]

At finite temperature nearly the same amount is missing from \(G(T)\). With \(P=\pi a/\sin\pi a\), the factor becomes approximately

\[
\frac{P-\delta}{1-\delta}=P+\frac{\delta(P-1)}{1-\delta}.
\]

It is larger than \(P\), because an almost constant amount has been subtracted from both conductances.

At the other end, the part of \(I\) above the barrier top, \(c=\phi_B/kT\), is approximately

\[
\int_c^\infty e^{-(1-a)x}dx=\frac{e^{-(1-a)c}}{1-a}.
\]

It is negligible if \((1-a)\phi_B\gg kT\). The inequality \(kT<E_s\) is thus necessary for the formula but not sufficient. One also needs \(\mu\gg E_s\), a distant barrier top, and a nearly constant growth scale over the energies that conduct.

The last condition can be made quantitative. Differentiating \(L\) gives \(dL/dE=-1/(2E\sqrt{1-E/\phi})\), so in WKB

\[
\frac{d^2\ln D}{dE^2}=-\frac1{2E_{00}E\sqrt{1-E/\phi}} .
\]

At a distance \(\eta\) from \(\mu\), with \(|\eta|\) well below \(\mu\), the exponent departs from a straight line by about \(\eta^2/(4E_{00}\mu\sqrt{1-\mu/\phi})\), and this must be small. For \(\phi=600E_{00}\), \(\mu=200E_{00}\) and \(a=1/2\), numerical integration over the whole WKB barrier agrees with \(\pi/2\) to within 0.5 percent.

### What each derivation assumes

Both derivations start from the same conductance integral. They share its physics: elastic tunnelling, conserved transverse momentum, two sides in equilibrium at one temperature, and vanishing bias. Both extend a single exponential over all normal energies.

The contour derivation uses the behaviour of the integrand when \(x\) is shifted by \(2\pi i\). This holds for the complete Fermi function and a pure exponential over the entire line. It gives the closed form in a few lines and remains valid for complex \(a\) with real part between 0 and 1. A band edge breaks the argument, because the vertical sides of the rectangle then lie at finite distance and no longer vanish.

The series derivation needs no complex integration, but it does need the Fourier identity to sum its terms. It keeps normal energies below and above \(\mu\) apart. One can therefore see which side causes the divergence and estimate what an edge removes. In the contour derivation the limit \(a<1\) appears as the condition that the right side vanish; in the series it appears as the condition that the Boltzmann tail be integrable. These are the same requirement on the product \(Df\).

### Worked example at high doping

Take \(\phi_B=0.60\) eV, \(m=0.30\), \(\epsilon_r=12\), six valleys and a doping of \(10^{20}\) cm\(^{-3}\). These are rough values for a silicide contact to an n-type source or drain. They give \(E_F=0.0793\) eV, \(\phi=0.6793\) eV, a depletion width of 3.0 nm and \(E_{00}=0.0979\) eV. The local scale follows from

\[
L=\operatorname{arcosh}\sqrt{\frac{0.6793}{0.0793}}=1.74,\qquad E_s=\frac{0.0979}{1.74}=0.056\ \text{eV}.
\]

At 300 K, \(kT=0.02585\) eV. With \(E_{00}\) as the growth scale, \(a=0.264\) and the factor is 1.125. With the local scale, \(a=0.459\) and

\[
\frac{\pi\times0.459}{\sin(\pi\times0.459)}=1.45 .
\]

The limiting temperature falls from 1136 K to 654 K. The transmission at the Fermi level is \(6.0\times10^{-3}\), and \(\rho=1/(CD_FE_s)\) gives a contact resistivity of \(1.0\times10^{-7}\) ohm cm\(^2\) at 0 K. Division by 1.45 gives \(7.0\times10^{-8}\) ohm cm\(^2\) at 300 K.

The barrier top matters little: the fraction above it is \(2\times10^{-6}\). The band bottom matters more, since \(\delta=0.245\). The estimate above gives \((1.453-0.245)/(1-0.245)=1.60\), and direct integration from the band bottom, with the exponential held constant above the barrier top, gives 1.605. The full WKB barrier, with \(\mu\) held at \(E_F\), gives 1.55. At 300 K the band bottom thus raises the factor, and the curvature of \(\ln D\) lowers it again. The second effect depends on temperature: at 200 K it is not visible, and at 100 K it has the opposite sign and is very small.

At 400 K the local formula gives 2.05 and full WKB gives 2.06. This closeness does not show that the formula improves with temperature. The formula diverges at 654 K, whereas the WKB integral stays finite, so the two curves must cross between these temperatures.

In the bulk at fixed electron density, \(\mu\) drops to 0.0712 eV at 300 K. With \(\phi_B\) fixed, the WKB factor is then 1.41. A numerical solution of the wave equation for the same barrier, with \(\mu\) fixed, the same mass in the metal and a metal band bottom 5 eV below that of the semiconductor, gives 1.42. This factor changes little with the metal depth (1.43 at 1 eV, 1.41 at 10 eV), but the 300 K resistivity moves from \(4\times10^{-8}\) to \(9\times10^{-8}\) ohm cm\(^2\) over that range. For the thermal factor, the local formula thus lies within about 10 percent of each of these variants.

All of them neglect the electrons that remain where \(U<\mu\). In the Thomas-Fermi approximation at zero temperature their density is \(N(1-U/\mu)^{3/2}\), so that \(U''=(N/\epsilon)[1-(1-U/\mu)^{3/2}]\) where \(U<\mu\). Multiplying by \(U'\) and integrating from the bulk gives the slope of the barrier above \(\mu\) as \(U'^2=(2N/\epsilon)(U-2\mu/5)\). At the Fermi level this replaces \(L\) by

\[
\operatorname{arcosh}\sqrt{\frac{\phi-0.4\mu}{0.6\mu}}=1.98 .
\]

The local factor at 300 K then rises from 1.45 to 1.65, and the limiting temperature falls to about 574 K. These values keep the zero-temperature barrier and \(\mu=E_F\); full WKB on that barrier gives 1.72. If the screened barrier and \(\mu\) are both recomputed at 300 K, the WKB factor is about 1.38 and the resistivity about \(1.6\times10^{-7}\) ohm cm\(^2\). The factor thus ranges from about 1.4 to 1.7 with what is held fixed, and the agreement among the earlier variants is not a measure of the accuracy for a real contact.

### Lower doping: when \(E_{00}\) misleads

At \(2\times10^{19}\) cm\(^{-3}\), with the other inputs unchanged, \(E_{00}=0.0438\) eV. At 300 K this gives \(kT/E_{00}=0.591\), apparently inside the limit, and a factor of 1.93. But \(L=2.25\) and \(E_s=0.0194\) eV, so \(kT/E_s=1.33\). The limit was passed at 225 K, and the formula with the local scale returns \(-4.9\). Full WKB for the parabolic barrier, again without the electrons that remain in it, gives 15 with \(\mu\) fixed at \(E_F\), and 10 at fixed electron density.

The energy that conducts can be estimated from the Boltzmann tail. The product \(D\,e^{-E/kT}\) is largest where \(d\ln D/dE=1/kT\), that is, where \(L(E)=E_{00}/kT\):

\[
E_m=\frac{\phi}{\cosh^2(E_{00}/kT)} .
\]

Since \(L\) decreases with \(E\), this maximum lies above \(\mu\) when \(kT>E_{00}/L(\mu)=E_s\). The limit of the sine formula is the point at which the maximum of this Boltzmann product passes the chemical potential. With the full Fermi function, the maximum of \(Df\) passes it earlier, at \(kT=E_s/2\). Here, with \(\mu\) fixed and \(\phi=0.6271\) eV, \(E_m\) is about 0.08 eV, some \(2kT\) above \(E_F=0.0271\) eV and still far below the barrier top. At only \(2kT\) above \(\mu\) the Boltzmann form is rough: with the full Fermi function the maximum of \(Df\) lies near 0.10 eV. An expansion about the Fermi level is then made in the wrong place.

### Comparison with a real contact

Advanced silicide contacts reach roughly \(10^{-9}\) to \(10^{-8}\) ohm cm\(^2\), so the model's \(7\times10^{-8}\) ohm cm\(^2\) is high for them. The result depends strongly on the doping: at \(3\times10^{20}\) cm\(^{-3}\), with the other inputs unchanged, full WKB at fixed \(\mu\) gives \(5\times10^{-9}\) ohm cm\(^2\) at 300 K and a thermal factor of only 1.11. The model also omits image-force lowering. At \(10^{20}\) cm\(^{-3}\), with static screening and the depletion width unchanged, it lowers the barrier by 0.23 eV, and the 300 K WKB resistivity at fixed \(\mu\) falls from \(9.3\times10^{-8}\) to \(3.8\times10^{-8}\) ohm cm\(^2\). The thermal factor hardly moves, from 1.55 to 1.54. The lowered barrier top lies only 0.27 nm from the metal, about one atomic spacing, where a classical image potential with the bulk permittivity is no more than a rough guide. The isotropic mass is also an idealization. With the Fermi energy held fixed, a normal mass of 0.2 gives \(D_F=1.5\times10^{-2}\) and a local factor of 1.27, while a mass of 0.9 gives \(1.4\times10^{-4}\) and 4.15. The full WKB factors are 1.4 and 3.0, so the local formula is a poor guide for the heavy mass, where \(a\) is about 0.79. In a contact the valleys conduct in parallel and the light normal mass dominates: for silicon (100), with four valleys of normal mass 0.19, two of 0.92, their transverse masses in \(C\) and the same Fermi energy, full WKB gives a factor of 1.37 and \(3.5\times10^{-8}\) ohm cm\(^2\) at 300 K. Random donor positions, interface states and the matching of the two band structures are left out, and their effect has not been sized. The numerical output below lists the main values for the dopings \(10^{20}\) and \(2\times10^{19}\) cm\(^{-3}\).

## Values computed for the example and the checks

```
barrier above Fermi level: 0.60 eV
mass 0.30 m_e, eps_r 12.0, valleys 6
metal band depth in wave test: 5.0 eV
kT at 300 K: 0.02585 eV
EF/phi at which Es = E00: 0.4200
doping 1e20 cm^-3:
  EF 0.0793 eV, phi 0.6793 eV
  depletion width 3.00 nm
  E00 0.0979 eV, L 1.736, Es 0.0564 eV
  limit kT=E00: 1136 K, kT=Es: 654 K
  300 K: kT/E00 0.264, kT/Es 0.459
  300 K sine formula: with E00 1.125, with Es 1.453
  300 K full WKB factor, fixed EF: 1.550
  300 K neutral level 0.0712 eV, WKB factor 1.411
doping 2e19 cm^-3:
  EF 0.0271 eV, phi 0.6271 eV
  depletion width 6.45 nm
  E00 0.0438 eV, L 2.253, Es 0.0194 eV
  limit kT=E00: 508 K, kT=Es: 225 K
  300 K: kT/E00 0.591, kT/Es 1.331
  300 K sine formula: with E00 1.934, with Es -4.851
  300 K full WKB factor, fixed EF: 15.226
  300 K neutral level 0.0018 eV, WKB factor 10.310
factor at 1e20 cm^-3 (Es formula, full WKB at fixed EF):
  100 K: 1.040, 1.055
  200 K: 1.172, 1.229
  300 K: 1.453, 1.550
  400 K: 2.046, 2.063
further results at 1e20 cm^-3, 300 K where thermal:
WKB transmission at EF: 5.994e-03
mean normal energy from EF, Es law: -0.0106 eV
fraction below band bottom at 0 K: 0.245
fraction above barrier top: 2.04e-06
factor, exponential with band edges: 1.605
factor, wave equation: 1.416
factor, WKB with image force: 1.535
barrier lowering by image force: 0.228 eV
contact resistivity at 0 K and 300 K, ohm cm2:
  Es law: 1.016e-07, 6.992e-08
  full WKB, fixed EF: 1.435e-07, 9.257e-08
  full WKB, neutral level, 300 K: 1.017e-07
  wave equation: 9.586e-08, 6.769e-08
  image force: 5.815e-08, 3.787e-08
normal mass 0.2 m_e: T_F 1.53e-02, Es factor 1.274
normal mass 0.9 m_e: T_F 1.42e-04, Es factor 4.150
```
